# Ultrasoft band deformation potentials, self-consistent screening and the potential reference

Expand a model diamond-structure crystal uniformly. The top of its valence band falls at 7.16 eV per unit of \(\ln\Omega\), where \(\Omega\) is the cell volume. Repeat the calculation with another zero of potential, equally admissible, and the same level falls at 10.42 eV. The energy from the valence top to the lowest conduction level at X has the slope 2.924 eV in both. What is a single band's slope worth, and why does the difference survive?

## 1. One level, two matrices

I start with finite matrices depending on one parameter \(\lambda\), and write \(d\) for \(d/d\lambda\) at \(\lambda=0\). A nondegenerate level obeys

\[
Hc=\varepsilon Sc,\qquad c^\dagger Sc=1,
\]

with \(H,S\) Hermitian and \(S\) positive. Differentiation gives

\[
dH\,c+H\,dc=d\varepsilon\,Sc+\varepsilon\,dS\,c+\varepsilon S\,dc .
\]

Multiply from the left by \(c^\dagger\). Since \(c^\dagger H=\varepsilon c^\dagger S\), the two terms in \(dc\) cancel, and the norm leaves

\[
\boxed{d\varepsilon=c^\dagger(dH-\varepsilon\,dS)c.}
\]

Two limits check the second term. If \(dS=0\), the usual Hellmann–Feynman formula returns. If \(H\) is fixed and \(S\to(1+\lambda)S\), the eigenvalue is \(\varepsilon/(1+\lambda)\), with slope \(-\varepsilon\); the formula gives \(-\varepsilon c^\dagger Sc=-\varepsilon\).

For a degenerate level, the limiting vector is \(\sum_\nu c_\nu a_\nu\). Projection on each \(c_\mu\) removes the unknown derivative as before:

\[
\sum_\nu c_\mu^\dagger(dH-\varepsilon dS)c_\nu\,a_\nu=d\varepsilon\,a_\mu .
\]

The slopes are therefore the eigenvalues of this small matrix.

## 2. What strain does to the matrices

I use Hartree atomic units. Positions move as \(\mathbf r\to(1+\lambda\eta)\mathbf r\), with \(\eta\) symmetric and \(t=\mathrm{tr}\,\eta\). The wavevector and the ionic sites keep their reduced coordinates, and the set of integer plane waves is fixed. Ionic functions are rigid. Any relative displacement of the ions within the cell would add its own derivative term. It vanishes here: for volume or [001] strain, each diamond site keeps a fourfold rotation–reflection axis, which leaves no vector invariant.

With \(\mathbf K=\mathbf k+\mathbf G\) and the basis \(\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}\),

\[
d\Omega=t\Omega,\qquad d\mathbf K=-\eta\mathbf K,\qquad
d(K^2/2)=-\mathbf K\cdot\eta\mathbf K .
\]

Here \(dH\) means the derivative of the matrix in this moving basis. For free electrons a volume strain \(\eta=1/3\) gives \(d\varepsilon=-K^2/3=-2\varepsilon/3\), as it must for \(\varepsilon\propto\Omega^{-2/3}\).

Let \(b_i\) be the column of plane-wave coefficients of projector \(\beta_i\) at site \(\boldsymbol\tau_i\). The ultrasoft matrices are

\[
S=1+\sum_{ij}q_{ij}b_ib_j^\dagger,\qquad
H=T+V+\sum_{ij}D_{ij}b_ib_j^\dagger,
\]
\[
q_{ij}=\int Q_{ij},\qquad D_{ij}=D^0_{ij}+\int VQ_{ij}.
\]

The pair \(ij\) belongs to one site, and the \(Q_{ij}\) are taken real. Because \(\mathbf K\cdot\boldsymbol\tau_i\) does not change,

\[
b_i(\mathbf K)=\frac{\hat\beta_i(\mathbf K)}{\sqrt\Omega}e^{-i\mathbf K\cdot\boldsymbol\tau_i},\quad
db_i=\frac{e^{-i\mathbf K\cdot\boldsymbol\tau_i}}{\sqrt\Omega}
\left[-\frac t2\hat\beta_i-(\eta\mathbf K)\cdot\nabla\hat\beta_i\right].
\]

The first term comes from plane-wave normalization, the second from sampling a rigid function at a changed wavevector. Rigid \(Q_{ij}\) implies fixed \(q_{ij}\), so

\[
dS=\sum_{ij}q_{ij}(db_i\,b_j^\dagger+b_i\,db_j^\dagger).
\]

In reciprocal space \(\int VQ_{ij}=\sum_{\mathbf G}V_{\mathbf G}\hat Q^*_{ij}(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau_i}\). Hence

\[
dD_{ij}=\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\tau_i}
\left(dV_{\mathbf G}\hat Q^*_{ij}+V_{\mathbf G}d\hat Q^*_{ij}\right),\quad
d\hat Q_{ij}=-(\eta\mathbf G)\cdot\nabla\hat Q_{ij},
\]
\[
dH=dT+dV+\sum_{ij}\left[dD_{ij}b_ib_j^\dagger+D_{ij}(db_i\,b_j^\dagger+b_i\,db_j^\dagger)\right].
\]

What remains is \(dV\).

## 3. First with the density frozen

Let \(N=\Omega n\) be the electron density per reduced cell, with Fourier coefficients \(N_{\mathbf G}\). By “frozen” I mean that \(N\) stays fixed in reduced coordinates: the charge stretches with the lattice. For identical ions with local transform \(v(G^2)\), structure sum \(F_{\mathbf G}=\sum_a e^{-i\mathbf G\cdot\boldsymbol\tau_a}\), and \(\mathbf G\ne0\),

\[
V_{\mathbf G}=\frac1\Omega\left[vF_{\mathbf G}+\frac{4\pi N_{\mathbf G}}{G^2}\right]+(v_{xc})_{\mathbf G}.
\]

Put \(g=d(G^2)=-2\mathbf G\cdot\eta\mathbf G\). Differentiating \(1/\Omega\), \(v\) and \(1/G^2\) in turn gives

\[
dV^{\rm fr}_{\mathbf G}=\frac1\Omega\left[(v'g-tv)F_{\mathbf G}-\frac{4\pi N_{\mathbf G}}{G^2}\left(t+\frac g{G^2}\right)\right]-t(nf_{xc})_{\mathbf G},
\]

where \(v'=dv/d(G^2)\) and \(f_{xc}=dv_{xc}/dn\). This assumes a local functional and no core density inside it. In the example there is exchange alone, \(v_x=-(3n/\pi)^{1/3}\), so \(nf_x=v_x/3\). The uniform gas checks the last term: there \(v_x\propto\Omega^{-1/3}\), with slope \(-v_x/3\) for \(t=1\).

## 4. Let the electrons respond

Collect all eigenvectors at one \(\mathbf k\) in \(C\), and write \(dC=Ca\). Projecting the differentiated eigenproblem on \(c_m\), for \(\varepsilon_m\ne\varepsilon_n\), gives

\[
c_m^\dagger(dH-\varepsilon_n dS)c_n+(\varepsilon_m-\varepsilon_n)a_{mn}=0,
\]
\[
a_{mn}=\frac{c_m^\dagger(dH-\varepsilon_n dS)c_n}{\varepsilon_n-\varepsilon_m}.
\]

Differentiating \(C^\dagger SC=1\) gives the other relation needed:

\[
a_{mn}+a_{nm}^*=-c_m^\dagger dS\,c_n .
\]

For an insulator the density matrix is \(P=\sum_{n\,\rm occ}c_nc_n^\dagger\). Inserting \(dc_n=\sum_m c_ma_{mn}\), and separating occupied from empty \(m\), yields

\[
dP=\sum_{n\,\rm occ}\sum_{m\,\rm empty}(a_{mn}c_mc_n^\dagger+{\rm h.c.})
-\sum_{m,n\,\rm occ}c_m(c_m^\dagger dS\,c_n)c_n^\dagger .
\]

The second sum has no energy denominators, so degeneracies among occupied states do no harm. It vanishes when \(dS=0\).

With spin factor 2 and mesh weights \(w_{\mathbf k}\), the density is

\[
N_{\mathbf G}=2\sum_{\mathbf k}w_{\mathbf k}\Big[\sum_{\mathbf G'}P_{\mathbf G'+\mathbf G,\mathbf G'}+\sum_{ij}\hat Q_{ij}(\mathbf G)e^{-i\mathbf G\cdot\boldsymbol\tau_i}\,b_j^\dagger Pb_i\Big].
\]

Its derivative contains \(dP\), \(d\hat Q_{ij}\) and both \(db\) factors:

\[
\begin{aligned}
dN_{\mathbf G}=2\sum_{\mathbf k}w_{\mathbf k}\Big\{&\sum_{\mathbf G'}dP_{\mathbf G'+\mathbf G,\mathbf G'}
+\sum_{ij}e^{-i\mathbf G\cdot\boldsymbol\tau_i}\big[d\hat Q_{ij}\,b_j^\dagger Pb_i\\
&+\hat Q_{ij}(b_j^\dagger dP\,b_i+db_j^\dagger Pb_i+b_j^\dagger P\,db_i)\big]\Big\}.
\end{aligned}
\]

At \(\mathbf G=0\) each \(\mathbf k\) contributes \(2\,\mathrm{Tr}(PS)\). Occupied and empty states are \(S\)-orthogonal, so

\[
d\,\mathrm{Tr}(PS)=\mathrm{Tr}(dP\,S)+\mathrm{Tr}(P\,dS)
=-\sum_{n\,\rm occ}c_n^\dagger dS\,c_n+\sum_{n\,\rm occ}c_n^\dagger dS\,c_n=0 .
\]

The occupied block is what conserves charge.

The density response now feeds back into the potential:

\[
dV_{\mathbf G}=dV^{\rm fr}_{\mathbf G}+\frac{4\pi\,dN_{\mathbf G}}{\Omega G^2}+\frac{(f_{xc}\,dN)_{\mathbf G}}\Omega,\qquad \mathbf G\ne0.
\]

At \(\mathbf G=0\) the Hartree term is absent and the exchange–correlation terms remain. This \(dV\) enters \(dH\) directly and through \(dD\); \(dH\) determines \(dP\), and \(dP\) determines \(dN\). The self-consistent solution of this linear loop supplies the \(dH\) of the boxed formula.

## 5. The constant that the bulk does not fix

Add a constant \(u\) to \(V\). The plane-wave part gains \(u\) times the identity, and \(D_{ij}\) gains \(u\int Q_{ij}=uq_{ij}\). Together,

\[
H\to H+u\Big(1+\sum_{ij}q_{ij}b_ib_j^\dagger\Big)=H+uS .
\]

All levels rise by \(u\); vectors and density are unchanged. If \(u\) depends on strain,

\[
d(H+uS)-(\varepsilon+u)dS=dH-\varepsilon\,dS+du\,S ,
\]

because \(u\,dS\) cancels. With \(c^\dagger Sc=1\), each slope changes by the same \(du\). A combination \(\sum_l w_l\,d\varepsilon_l\) changes by \(du\sum_lw_l\), so it is independent of an arbitrary \(du\) if and only if \(\sum_lw_l=0\). Then

\[
\sum_l w_l\,d\varepsilon_l=\sum_{l\ne0}w_l(d\varepsilon_l-d\varepsilon_0),
\]

which is built from differences. In this sense only differences are free of the reference. The levels may lie at different \(\mathbf k\).

But is \(u\) really free? Build the crystal from neutral cubic units of charge density \(\rho\), without dipole or anisotropic quadrupole. At small \(G\), \(\hat\rho\simeq-(G^2/6)\int r^2\rho\), so the mean electrostatic potential is

\[
\bar\phi=\lim_{G\to0}\frac{4\pi\hat\rho}{\Omega G^2}=-\frac{2\pi}{3\Omega}\int r^2\rho .
\]

Now take a charge \(\delta\) from the centre of each unit and put \(\delta/12\) on each of the twelve nearest face-centred-cubic lattice vectors, of squared length \(A^2/2\), where \(A\) is the lattice constant. Summed over the lattice, the periodic charge is the same. The second moment, however, has risen by \(\delta A^2/2\). With \(\Omega=A^3/4\),

\[
\Delta\bar\phi=-\frac{\pi\delta A^2}{3\Omega}=-\frac{4\pi\delta}{3A}.
\]

Since \(A\propto\Omega^{1/3}\), its slope with \(\ln\Omega\) is \(+4\pi\delta/(9A)\). The same bulk charge thus permits different mean potentials with different strain slopes. A surface, a vacuum level or an interface lineup can settle the choice, but that is information beyond the periodic charge of the homogeneously strained crystal. One such lineup needs no surface. In a long longitudinal wave, differently strained regions of a nonpolar crystal coexist, and the potential step between them follows from the charge response to the wave. The repartition above leaves that step unchanged, because each moved charge travels with the site it sits on. The homogeneous-strain calculation here does not supply this response.

## 6. Numbers for volume strain

The example has \(A=10.0\) bohr, \(\Omega=250\) bohr³, two ions and eight valence electrons. The local ion is

\[
V_{\rm ion}(r)=-\frac Zr\,\mathrm{erf}(\sqrt\alpha\,r)+(v_1+v_2r^2)e^{-\alpha r^2}.
\]

Each site has one normalized Gaussian s projector and a Gaussian augmentation charge of integral \(q=0.4\). The \(2\times2\times2\) mesh contains Γ. Parameters are in the numerical output. Neither cutoff nor mesh has been converged, and correlation is omitted, so the values describe this model. A \(4\times4\times4\) mesh moves the screened X-gap slope below from 2.924 to 2.84 eV, the direct-gap slope at Γ from 0.342 to 0.27 eV (its frozen-to-screened ratio from five to about six), and \(b\) of section 7 from \(-2.95\) to \(-3.00\) eV. Raising the cutoff from 4.5 to 8 hartree gives 2.90, 0.35 and \(-3.01\) eV. The signs stay; the three decimals serve only to check the identities.

Reference A sets the mean electrostatic potential to zero. Reference B keeps the non-Coulomb mean of the ions, \(2C/\Omega\), where

\[
C=\int\left(V_{\rm ion}+\frac Zr\right)d^3r=\frac{\pi Z}\alpha+\left(\frac\pi\alpha\right)^{3/2}\left(v_1+\frac{3v_2}{2\alpha}\right)=14.953
\]

hartree bohr³. The first term uses \(4\pi\int_0^\infty r\,\mathrm{erfc}(\sqrt\alpha\,r)\,dr=\pi/\alpha\); the second uses the Gaussian average \(\langle r^2\rangle=3/(2\alpha)\). Levels in B are higher by \(2(14.953)/250=0.1196\) hartree, or 3.255 eV. Since \(d(1/\Omega)=-t/\Omega\), slopes at \(t=1\) are lower by the same 3.255 eV. That accounts for the opening fact: \(-7.160-3.255=-10.415\) eV.

The lowest valence level at Γ shows the cancellation inside the formula. In A its energy is \(-7.090\) eV and its overlap term \(-1.090\) eV, so

\[
c^\dagger dS\,c=\frac{-1.090}{7.090}=-0.154 .
\]

In B the energy is \(-3.835\) eV, and the overlap term becomes \(3.835(-0.154)=-0.59\) eV. The \(dH\) term changes by \(du+u\,c^\dagger dS\,c=-3.255-0.500=-3.755\) eV, from 0.490 to \(-3.266\) eV within rounding. Neither term has a reference-free meaning by itself. Even a strain-independent \(u\) moves weight between them.

For the threefold levels at Γ the overlap term vanishes. Under the tetrahedral site group they transform as a triplet, while an s projector is invariant, so \(b_i^\dagger c=0\); each term of \(c^\dagger dS\,c\) contains such a factor.

Screening does not cancel from differences. The slope of the X conduction level relative to the valence top is

\[
\begin{aligned}
\text{frozen:}\quad&-4.750+9.485=4.735\ \text{eV},\\
\text{screened:}\quad&-4.236+7.160=2.924\ \text{eV}.
\end{aligned}
\]

The frozen result is 62% too large relative to the screened one. For the direct gap at Γ the slopes are 1.729 and 0.342 eV, a factor of five. A different definition of “frozen” would divide the total differently. The positive screened slopes mean that both gaps of this model shrink under compression.

Complete self-consistent calculations at strains \(\pm5\times10^{-4}\) test the formula. The largest deviation from their finite differences is \(2\times10^{-5}\) eV, over all mesh points and levels up to the lowest conduction level, for volume and uniaxial strain. The frozen slopes and the density response are tested separately, as is the equality in A and B of the volume slopes measured from the valence top, for the four levels listed in the output.

What if the constant enters \(V\) but not \(D\)? With the density held fixed, a level then moves to first order by \(u\,c^\dagger c=u(1-q\sum_i|b_i^\dagger c|^2)\), which depends on the band. For \(u=2.721\) eV this gives 2.345 eV for the lowest level at Γ; exact diagonalization at fixed density gives 2.340 eV. The valence top rises by the full 2.721 eV. The valence width acquires a spurious 0.381 eV (0.376 eV to first order). This error enters the relative deformation potentials too. To first order in \(u\), with the density of the correct calculation kept at each strain, its slope is \(du\,c^\dagger c+u\,d(c^\dagger c)\). Both terms depend on the band, and the second survives even for a strain-independent \(u\), because \(b_i^\dagger c\) changes with strain. The misplaced constant is not a multiple of \(S\), so in a self-consistent run it would also disturb the density and shift the levels further.

## 7. Uniaxial strain as a second case

Take \(\eta_{zz}=1\) and all other components zero, so again \(t=1\). The valence top splits into a singlet with slope \(-13.063\) eV and a doublet with slope \(-4.209\) eV. Cubic symmetry fixes their mean. Strains along x, y and z add to the unit matrix, which is three times the volume strain used above, and each gives the same trace of the slope matrix. The mean must therefore equal the volume slope:

\[
\frac{-13.063+2(-4.209)}3=-7.160\ \text{eV}.
\]

Writing the singlet slope as \(a+2b\) and the doublet slope as \(a-b\) gives

\[
b=\frac{-13.063+4.209}3=-2.95\ \text{eV}.
\]

This is a difference, hence reference-free, while \(a\) is not.

The lowest conduction level at the X point along z has slope 1.171 eV, and those at the X points along x and y have \(-6.939\) eV. The same argument requires \([1.171+2(-6.939)]/3=-4.236\) eV, the volume slope. Both averages are tested. The splitting between these levels, 8.11 eV per unit strain, is again reference-free. They are levels at X, not valley minima: two bands cross at X with finite slope, and the lowest conduction level on the line from Γ lies before X is reached.

Degeneracy makes the smallest X-to-Γ gap depend on the sign of strain. At \(\eta_{zz}=+0.01\) the X levels along x and y are lowest and the doublet is the valence top. To first order the gap changes by \(0.01(-6.939+4.209)=-0.027\) eV. At \(\eta_{zz}=-0.01\) the X level along z and the singlet take over, and the change is \(-0.01(1.171+13.063)=-0.142\) eV. The gap falls both ways: it has a kink at zero strain, although each branch is smooth.

## 8. Where more is needed

In a metal, changes of occupation must be added to \(dP\). In a piezoelectric crystal, strain can create a macroscopic field; its potential is not a constant, and the argument of section 5 does not cover it. A functional with density gradients needs their explicit strain derivative. Finally, these are slopes of Kohn–Sham eigenvalues. Freedom from the reference does not remove the error of identifying their gaps with excitation energies.

## Calculated quantities

```
lattice constant 10.0 bohr, cell volume 250.0 bohr^3
cutoff 4.5 hartree, plane waves at Gamma 113
ion: Z 4, alpha 0.6 bohr^-2, v1 3.0 Ha, v2 -1.4 Ha/bohr^2
projector exponent 0.5, augmentation exponent 1.0 bohr^-2
augmentation integral q 0.4, bare strength D0 0.2 hartree
smallest direct gap on the k mesh 3.002 eV
Volume strain, slopes d eps / d ln(volume) in eV, reference A
(A: zero mean electrostatic potential)
Gamma lowest valence, bands 1-1: energy -7.090 eV
  frozen -2.327, screened -0.6005, finite difference -0.6005
  dH term 0.490, -eps dS term -1.090
Gamma top valence, bands 2-4: energy 3.053 eV
  frozen -9.485, screened -7.1601, finite difference -7.1601
  dH term -7.160, -eps dS term 0.000
Gamma lowest conduction, bands 5-7: energy 6.055 eV
  frozen -7.756, screened -6.8180, finite difference -6.8180
  dH term -6.818, -eps dS term -0.000
X lowest conduction, bands 5-6: energy 4.131 eV
  frozen -4.750, screened -4.2360, finite difference -4.2360
  dH term -4.318, -eps dS term 0.082
Reference B keeps the non-Coulomb ionic mean; slopes in eV
ionic integral per ion 14.953 hartree bohr^3
B minus A: levels 3.2552 eV, slopes -3.2552 eV
Gamma lowest valence: slope B -3.8557, dH -3.266, -eps dS -0.590
  relative to Gamma top valence: A 6.5597, B 6.5597
Gamma top valence: slope B -10.4154, dH -10.415, -eps dS -0.000
  relative to Gamma top valence: A 0.0000, B 0.0000
Gamma lowest conduction: slope B -10.0732, dH -10.073, -eps dS -0.000
  relative to Gamma top valence: A 0.3421, B 0.3421
X lowest conduction: slope B -7.4912, dH -7.637, -eps dS 0.146
  relative to Gamma top valence: A 2.9241, B 2.9241
Uniaxial [001] strain, slopes d eps / d eta_zz in eV, reference A
Gamma top valence: singlet -13.0634, doublet -4.2085
  mean -7.1601, b=(singlet-doublet)/3 -2.9517
X conduction: valley along z 1.1708, along x -6.9394
  splitting 8.1102, mean of three valleys -4.2360
Constant 2.7211 eV in V but not in D, shifts at Gamma:
  band 1 2.3398 eV, band 2 2.7211 eV
strain step of the finite differences 5.0e-04
largest slope error: screened 2.0e-05 eV, frozen 4.3e-05 eV
largest relative density-response error 5.6e-07
```
